# Vineyard's Harmonic Attempt Frequency for Ion Hopping: test program

```python
"""
Vineyard's harmonic attempt frequency, tested on an ion-hopping model.

Result under test: the classical transition-state rate from a minimum A over
a saddle S tends at low temperature to
    rate = nu_star * exp(-barrier / kT),
    nu_star = product(all frequencies at A) / product(stable ones at S).

Model coordinates (nm): x = ion along the hop, y = ion sideways,
z = metal cage along the hop. Energies in eV, masses in u. The natural time
unit is nm*sqrt(u/eV). Mass-weighted coordinates are sqrt(mass)*position.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import null_space

K_B = const.k / const.e                              # eV/K
TIME_UNIT = 1e-9 * np.sqrt(const.atomic_mass / const.e)   # s
TO_THZ = 1e-12 / TIME_UNIT

# Round model parameters
half_hop = 0.13          # nm
bare_barrier = 0.75      # eV
k_side = 500.0           # eV/nm^2, sideways stiffness far from bottleneck
k_extra = 400.0          # eV/nm^2, added stiffness in the bottleneck
side_force = 9.0         # eV/nm, sideways push in the bottleneck
width = 0.07             # nm, bottleneck width
k_cage = 1200.0          # eV/nm^2
drag = 0.15              # cage shift per ion shift
m_ion, m_cage = 16.0, 178.0
masses = np.array([m_ion, m_ion, m_cage])
charge_number = 2.0
field_MV_cm = 1.0
field_force = charge_number * field_MV_cm * 0.1      # eV/nm

x, y, z, f = sp.symbols("x y z f", real=True)
bump = sp.exp(-x**2 / width**2)
potential = (bare_barrier * (1 - x**2 / half_hop**2)**2
             + (k_side + k_extra * bump) * y**2 / 2
             - side_force * y * bump
             + k_cage * (z - drag * x)**2 / 2 - f * x)
coords = (x, y, z)
energy = sp.lambdify((x, y, z, f), potential, "numpy")
gradient = sp.lambdify((x, y, z, f),
                       [sp.diff(potential, c) for c in coords], "numpy")
hessian = sp.lambdify((x, y, z, f), sp.hessian(potential, coords), "numpy")


def stationary(guess, force=0.0):
    q = np.array(guess, float)
    for _ in range(40):
        q = q - np.linalg.solve(np.array(hessian(*q, force), float),
                                np.array(gradient(*q, force), float))
    assert np.linalg.norm(gradient(*q, force)) < 1e-9
    return q


def modes(q, force=0.0, m=masses):
    h = np.array(hessian(*q, force), float)
    return np.linalg.eigh(h / np.sqrt(np.outer(m, m)))


def vineyard(q_min, q_sad, force=0.0, m=masses):
    lam_a = modes(q_min, force, m)[0]
    lam_s = modes(q_sad, force, m)[0]
    assert lam_a[0] > 0 and lam_s[0] < 0 < lam_s[1]
    nu_a = np.sqrt(lam_a) / (2 * np.pi) * TO_THZ
    nu_s = np.sqrt(lam_s[1:]) / (2 * np.pi) * TO_THZ
    return np.prod(nu_a) / np.prod(nu_s)


guess_min = (-half_hop, 0.0, -drag * half_hop)
guess_sad = (0.0, side_force / (k_side + k_extra), 0.0)
q_min, q_sad = stationary(guess_min), stationary(guess_sad)
e_min, e_sad = energy(*q_min, 0.0), energy(*q_sad, 0.0)
barrier = e_sad - e_min
lam_min, vec_min = modes(q_min)
lam_sad, vec_sad = modes(q_sad)
unstable = vec_sad[:, 0] * np.sign(vec_sad[0, 0])
nu_min = np.sqrt(lam_min) / (2 * np.pi) * TO_THZ
nu_sad = np.sqrt(lam_sad[1:]) / (2 * np.pi) * TO_THZ
nu_unstable = np.sqrt(-lam_sad[0]) / (2 * np.pi) * TO_THZ
nu_star = vineyard(q_min, q_sad)
root_m = np.sqrt(masses)

# The saddle joins the two wells: steepest descent to either side
for side in (-1, 1):
    start = root_m * q_sad + side * 0.01 * unstable
    path = solve_ivp(
        lambda s, p: -np.array(gradient(*(p / root_m), 0.0)) / root_m,
        (0, 8), start, rtol=1e-8, atol=1e-10)
    target = q_min * np.array([-side, 1, -side])
    assert np.max(np.abs(path.y[:, -1] / root_m - target)) < 1e-4


# Rate from its definition: one-way flux through a plane / well population
def surface_integral(normal, kt):
    basis = null_space(normal[None, :])
    k_mat = vec_sad @ np.diag(lam_sad) @ vec_sad.T
    lam, rot = np.linalg.eigh(basis.T @ k_mat @ basis)
    assert lam[0] > 0
    t = np.linspace(-8, 8, 161)
    sigma = np.sqrt(kt / lam)
    grid = np.array(np.meshgrid(t, t, indexing="ij")).reshape(2, -1)
    pts = (basis @ rot) @ (sigma[:, None] * grid)
    q = q_sad[:, None] + pts / root_m[:, None]
    total = np.exp(-(energy(*q, 0.0) - e_sad) / kt).sum()
    return total * np.prod(sigma) * (t[1] - t[0])**2


def well_integral(kt):
    t = np.linspace(-8, 8, 65)
    sigma = np.sqrt(kt / lam_min)
    grid = np.array(np.meshgrid(t, t, t, indexing="ij")).reshape(3, -1)
    pts = vec_min @ (sigma[:, None] * grid)
    q = q_min[:, None] + pts / root_m[:, None]
    inside = unstable @ (root_m[:, None] * (q - q_sad[:, None])) < 0
    total = (np.exp(-(energy(*q, 0.0) - e_min) / kt) * inside).sum()
    return total * np.prod(sigma) * (t[1] - t[0])**3


def flux_prefactor(temperature):
    kt = K_B * temperature
    top = 12 * np.sqrt(kt)
    up = quad(lambda v: v * np.exp(-v * v / (2 * kt)), 0, top)[0]
    norm = 2 * quad(lambda v: np.exp(-v * v / (2 * kt)), 0, top)[0]
    ratio = surface_integral(unstable, kt) / well_integral(kt)
    return up / norm * ratio * TO_THZ


anharmonic = {t: flux_prefactor(t) / nu_star for t in (50, 100, 300, 600)}
extrapolated = 2 * anharmonic[50] - anharmonic[100]
assert abs(extrapolated - 1) < 1e-3      # remainder is second order in T
assert abs(anharmonic[300] - 1) < 0.2

# A tilted dividing plane gives more flux, by the predicted factor
tilt = np.radians(20.0)
normal = (np.cos(tilt) * unstable
          + np.sin(tilt) * (vec_sad[:, 1] + vec_sad[:, 2]) / np.sqrt(2))
kt_cold = K_B * 20
tilt_numeric = (surface_integral(normal, kt_cold)
                / surface_integral(unstable, kt_cold))
tilt_formula = 1 / np.sqrt(
    np.cos(tilt)**2 + lam_sad[0] * np.sin(tilt)**2
    * (0.5 / lam_sad[1] + 0.5 / lam_sad[2]))
assert tilt_numeric > 1
assert abs(tilt_numeric / tilt_formula - 1) < 0.01   # finite temperature

# Determinant form, with force constants from energy differences


def difference_hessian(q, step=1e-4):
    h = np.zeros((3, 3))
    eye = np.eye(3) * step
    for i in range(3):
        for j in range(3):
            for si in (-1, 1):
                for sj in (-1, 1):
                    h[i, j] += si * sj * energy(
                        *(q + si * eye[i] + sj * eye[j]), 0.0)
    return h / (4 * step**2)


det_min = np.linalg.det(difference_hessian(q_min))
det_sad = np.linalg.det(difference_hessian(q_sad))
nu_det = nu_unstable * np.sqrt(det_min / abs(det_sad))
assert abs(nu_det / nu_star - 1) < 1e-4

# Mass exponents: numerical derivative against the unstable-mode shares
exponents = []
for i in range(3):
    logs = []
    for sign in (1, -1):
        m = masses.copy()
        m[i] *= np.exp(sign * 1e-3)
        logs.append(np.log(vineyard(q_min, q_sad, m=m)))
    exponents.append((logs[0] - logs[1]) / 2e-3)
exponents = np.array(exponents)
assert np.max(np.abs(exponents + unstable**2 / 2)) < 1e-5

# A free, very heavy frame: drop its translation, recover the fixed lattice
to_relative = np.array([[1, 0, 0, -1], [0, 1, 0, 0], [0, 0, 1, -1]], float)
m_free = np.append(masses, 1e7)
free_lam = []
for q in (q_min, q_sad):
    h = to_relative.T @ np.array(hessian(*q, 0.0), float) @ to_relative
    lam = np.linalg.eigvalsh(h / np.sqrt(np.outer(m_free, m_free)))
    drop = np.argmin(np.abs(lam))
    assert abs(lam[drop]) < 1e-9
    free_lam.append(np.delete(lam, drop))
nu_free = (np.sqrt(np.prod(free_lam[0]) / np.prod(free_lam[1][1:]))
           / (2 * np.pi) * TO_THZ)
assert abs(nu_free / nu_star - 1) < 1e-4


# Quantum vibration and parabolic tunnelling
def reduced(nu_thz, temperature):
    return const.h * nu_thz * 1e12 / (const.k * temperature)


def vibration_factor(temperature):
    ua, us = reduced(nu_min, temperature), reduced(nu_sad, temperature)
    return (np.prod(np.sinh(ua / 2) / (ua / 2))
            / np.prod(np.sinh(us / 2) / (us / 2)))


def tunnel_factor(temperature):
    u = reduced(nu_unstable, temperature)
    return (u / 2) / np.sin(u / 2)


levels = np.arange(2000) + 0.5


def level_ratio(nu_thz):
    """Quantum level sum divided by the classical phase-space value."""
    u = reduced(nu_thz, 300)
    return np.exp(-u * levels).sum() * u


sum_factor = (np.prod([level_ratio(v) for v in nu_sad])
              / np.prod([level_ratio(v) for v in nu_min]))
assert abs(sum_factor / vibration_factor(300) - 1) < 1e-9
u_300 = reduced(nu_unstable, 300)
tunnel_integral = quad(
    lambda t: np.exp(-t) / (1 + np.exp(-2 * np.pi * t / u_300)),
    -15, 60, points=[0.0], limit=400)[0]
assert abs(tunnel_integral / tunnel_factor(300) - 1) < 1e-6
crossover = reduced(nu_unstable, 1.0) / (2 * np.pi)


# Recrossing: trajectories released from the dividing plane
def transmission(temperature, count=4000, seed=7):
    rng = np.random.default_rng(seed)
    kt = K_B * temperature
    stable = vec_sad[:, 1:]
    xi = rng.normal(size=(2, count)) * np.sqrt(kt / lam_sad[1:])[:, None]
    p = root_m[:, None] * q_sad[:, None] + stable @ xi
    v = stable @ (rng.normal(size=(2, count)) * np.sqrt(kt))
    v += np.outer(unstable, rng.rayleigh(np.sqrt(kt), count))
    harmonic = e_sad + 0.5 * (lam_sad[1:, None] * xi**2).sum(axis=0)
    weight = np.exp(-(energy(*(p / root_m[:, None]), 0.0) - harmonic) / kt)

    def acceleration(p):
        q = p / root_m[:, None]
        return -np.array(gradient(*q, 0.0)) / root_m[:, None]

    fate = np.zeros(count)
    dt = 0.01
    acc = acceleration(p)
    for _ in range(600):
        v += 0.5 * dt * acc
        p += dt * v
        acc = acceleration(p)
        v += 0.5 * dt * acc
        ion_x = p[0] / root_m[0]
        arrived = (fate == 0) & (np.abs(ion_x) >= half_hop)
        fate[arrived] = np.sign(ion_x[arrived])
        if np.all(fate != 0):
            break
    fate = np.where(fate == 0, np.sign(p[0]), fate)
    # The wells are mirror images, so forward and backward starts combine
    return np.sum(weight * fate) / np.sum(weight)


kappa = {t: transmission(t) for t in (300, 600)}
assert 0.9 < kappa[300] <= 1.0

# Applied field
q_min_f = stationary(q_min, field_force)
q_sad_f = stationary(q_sad, field_force)
barrier_f = energy(*q_sad_f, field_force) - energy(*q_min_f, field_force)
nu_star_f = vineyard(q_min_f, q_sad_f, field_force)
lowering = barrier - barrier_f
linear_lowering = field_force * (q_sad[0] - q_min[0])
assert abs(lowering - linear_lowering) < 5e-4    # second order in field

# Cage relaxed in position but left out of the vibrational analysis
part_min = np.linalg.eigvalsh(np.array(hessian(*q_min, 0.0))[:2, :2] / m_ion)
part_sad = np.linalg.eigvalsh(np.array(hessian(*q_sad, 0.0))[:2, :2] / m_ion)
assert part_sad[0] < 0 < part_sad[1]
nu_partial = (np.sqrt(np.prod(part_min) / part_sad[1])
              / (2 * np.pi) * TO_THZ)
omitted_count, omitted_shift = 30, 0.01
omitted_factor = (1 - omitted_shift)**(-omitted_count)


def rate(temperature, nu=nu_star, height=barrier):
    return nu * 1e12 * np.exp(-height / (K_B * temperature))


print(f"half hop parameter: {half_hop} nm; bare barrier: {bare_barrier} eV")
print(f"side stiffness: {k_side:.0f}, extra: {k_extra:.0f} eV/nm^2")
print(f"side force: {side_force} eV/nm; bottleneck width: {width} nm")
print(f"cage stiffness: {k_cage:.0f} eV/nm^2; drag ratio: {drag}")
print(f"masses: ion {m_ion:.0f} u, cage {m_cage:.0f} u")
print("minimum x, y, z (nm):", *[f"{c:.5f}" for c in q_min])
print("saddle x, y, z (nm):", *[f"{c:.5f}" for c in q_sad + 0.0])
print(f"distance between minima along x: {-2 * q_min[0]:.4f} nm")
print(f"barrier: {barrier:.4f} eV")
print("frequencies at minimum (THz):", *[f"{v:.4f}" for v in nu_min])
print("stable frequencies at saddle (THz):", *[f"{v:.4f}" for v in nu_sad])
print(f"unstable mode, size of imaginary frequency: {nu_unstable:.4f} THz")
print("unstable mode, mass-weighted x, y, z:",
      *[f"{c:.4f}" for c in unstable + 0.0])
print(f"product at minimum: {np.prod(nu_min):.3f} THz^3")
print(f"stable product at saddle: {np.prod(nu_sad):.3f} THz^2")
print(f"Vineyard attempt frequency: {nu_star:.4f} THz")
print(f"same from determinants: {nu_det:.4f} THz")
print(f"same with free heavy frame: {nu_free:.4f} THz")
print("mass exponents for x, y, z:", *[f"{c:.4f}" for c in exponents + 0.0])
print(f"sum of mass exponents: {exponents.sum():.4f}")
for t in (50, 100, 300, 600):
    print(f"full flux / Vineyard at {t} K: {anharmonic[t]:.5f}")
print(f"extrapolated to 0 K: {extrapolated:.6f}")
print(f"flux factor, plane tilted 20 deg, 20 K: {tilt_numeric:.4f}")
print(f"flux factor, tilt formula: {tilt_formula:.4f}")
for t in (300, 600):
    print(f"kT at {t} K: {K_B * t:.5f} eV")
    print(f"hop rate at {t} K: {rate(t):.4e} 1/s")
    print(f"mean waiting time at {t} K: {1 / rate(t):.4e} s")
    print(f"recrossing factor at {t} K: {kappa[t]:.4f}")
    print(f"quantum vibration factor at {t} K: {vibration_factor(t):.4f}")
    print(f"tunnelling factor at {t} K: {tunnel_factor(t):.4f}")
print(f"tunnelling crossover temperature: {crossover:.1f} K")
print(f"field: {field_MV_cm} MV/cm; charge: {charge_number:.0f} e")
print(f"barrier in field: {barrier_f:.4f} eV; lowering: {lowering:.5f} eV")
print(f"linear estimate of lowering: {linear_lowering:.5f} eV")
print(f"attempt frequency in field: {nu_star_f:.4f} THz")
print(f"rate gain from field at 300 K: "
      f"{rate(300, nu_star_f, barrier_f) / rate(300):.3f}")
print(f"attempt frequency, cage vibration left out: {nu_partial:.4f} THz")
print(f"factor if {omitted_count} omitted modes each soften by "
      f"{100 * omitted_shift:.0f} % at saddle: {omitted_factor:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
half hop parameter: 0.13 nm; bare barrier: 0.75 eV
side stiffness: 500, extra: 400 eV/nm^2
side force: 9.0 eV/nm; bottleneck width: 0.07 nm
cage stiffness: 1200 eV/nm^2; drag ratio: 0.15
masses: ion 16 u, cage 178 u
minimum x, y, z (nm): -0.12998 0.00056 -0.01950
saddle x, y, z (nm): 0.00000 0.01000 0.00000
distance between minima along x: 0.2600 nm
barrier: 0.7051 eV
frequencies at minimum (THz): 3.8609 7.7182 8.8648
stable frequencies at saddle (THz): 4.2797 11.7250
unstable mode, size of imaginary frequency: 4.5240 THz
unstable mode, mass-weighted x, y, z: 0.9760 0.0000 0.2178
product at minimum: 264.165 THz^3
stable product at saddle: 50.179 THz^2
Vineyard attempt frequency: 5.2644 THz
same from determinants: 5.2644 THz
same with free heavy frame: 5.2644 THz
mass exponents for x, y, z: -0.4763 -0.0000 -0.0237
sum of mass exponents: -0.5000
full flux / Vineyard at 50 K: 0.99921
full flux / Vineyard at 100 K: 0.99841
full flux / Vineyard at 300 K: 0.99510
full flux / Vineyard at 600 K: 0.98977
extrapolated to 0 K: 1.000009
flux factor, plane tilted 20 deg, 20 K: 1.1118
flux factor, tilt formula: 1.1118
kT at 300 K: 0.02585 eV
hop rate at 300 K: 7.5254e+00 1/s
mean waiting time at 300 K: 1.3288e-01 s
recrossing factor at 300 K: 1.0000
quantum vibration factor at 300 K: 0.9990
tunnelling factor at 300 K: 1.0222
kT at 600 K: 0.05170 eV
hop rate at 600 K: 6.2942e+06 1/s
mean waiting time at 600 K: 1.5888e-07 s
recrossing factor at 600 K: 1.0000
quantum vibration factor at 600 K: 0.9994
tunnelling factor at 600 K: 1.0055
tunnelling crossover temperature: 34.6 K
field: 1.0 MV/cm; charge: 2 e
barrier in field: 0.6793 eV; lowering: 0.02580 eV
linear estimate of lowering: 0.02600 eV
attempt frequency in field: 5.2318 THz
rate gain from field at 300 K: 2.696
attempt frequency, cage vibration left out: 5.7583 THz
factor if 30 omitted modes each soften by 1 % at saddle: 1.352
ALL CHECKS PASSED
```
